# Dirac particle at a sharp step: electrostatic and scalar potentials compared: test program

```python
"""
Dirac scattering in one dimension, hbar = c = 1, mass m = 1:
  [sigma_x (-i d/dx) + sigma_z (m + S(x)) + V(x)] psi = E psi.
Results under test, for a particle of momentum p coming from the left:
  electrostatic step V0 -> infinity: transmission T -> 2p/(E+p);
  scalar step S0 > E - m: total reflection, |r| = 1.
r is the ratio of reflected to incident upper components at x = 0.
T is the transmitted current divided by the incident current.
"""
import numpy as np
from scipy import constants, fft
from scipy.integrate import solve_ivp

m = 1.0
SX = np.array([[0, 1], [1, 0]], dtype=complex)
SZ = np.array([[1, 0], [0, -1]], dtype=complex)
ID = np.eye(2)


def mode(E, V, S, direction):
    """Numerical solution in a uniform region, upper component 1.
    Propagating: current has the sign of direction.
    Evanescent: decays towards the side given by direction."""
    generator = 1j * SX @ ((E - V) * ID - (m + S) * SZ)
    rates, vectors = np.linalg.eig(generator)
    vectors = vectors / vectors[0]
    if np.max(abs(rates.real)) > 1e-8 * np.max(abs(rates)):
        index = np.argmin(direction * rates.real)
    else:
        currents = 2 * vectors[1].real
        index = np.argmax(direction * currents)
    return rates[index], vectors[:, index]


def current(psi):
    return float(np.real(np.conj(psi) @ SX @ psi))


def match(E, V, S, direction=1):
    """Solve continuity of the spinor at a sharp step."""
    incident = mode(E, 0, 0, 1)[1]
    reflected = mode(E, 0, 0, -1)[1]
    transmitted = mode(E, V, S, direction)[1]
    r, t = np.linalg.solve(
        np.column_stack([-reflected, transmitted]), incident)
    T = abs(t)**2 * current(transmitted) / current(incident)
    return r, T


def klein_formula(E, V):
    a = np.sqrt((E - m) / (E + m))
    b = np.sqrt((V - E + m) / (V - E - m))
    return 4 * a * b / (a + b)**2


def limit_formula(E):
    p = np.sqrt(E**2 - m**2)
    return 2 * p / (E + p)


def scalar_formula(E, S):
    a = np.sqrt((E - m) / (E + m))
    eta = np.sqrt((m + S - E) / (m + S + E))
    return (a - 1j * eta) / (a + 1j * eta)


def smooth_step(E, V0, width):
    """Integrate through V = V0 (1 + tanh(x/width))/2, right to left."""
    def rhs(x, psi):
        V = 0.5 * V0 * (1 + np.tanh(x / width))
        return [1j * (E - V + m) * psi[1], 1j * (E - V - m) * psi[0]]
    out = mode(E, V0, 0, 1)[1]
    sol = solve_ivp(rhs, (15 * width, -15 * width), out,
                    method="DOP853", rtol=1e-9, atol=1e-11)
    incident, reflected = mode(E, 0, 0, 1)[1], mode(E, 0, 0, -1)[1]
    amplitudes = np.linalg.solve(
        np.column_stack([incident, reflected]), sol.y[:, -1])
    return current(out) / (abs(amplitudes[0])**2 * current(incident))


def packet(p0, V0, S0, sigma_k=0.05, start=-45.0, duration=140.0):
    """Time-dependent packet; returns probability at x > 0, mean momentum
    there, and the initial momentum grid with its normalized weights."""
    count, length, dt = 4096, 256.0, 0.04
    dx = length / count
    x = (np.arange(count) + 0.5) * dx - length / 2
    k = 2 * np.pi * fft.fftfreq(count, dx)
    energy = np.sqrt(k**2 + m**2)
    g = np.exp(-(k - p0)**2 / (4 * sigma_k**2))
    g = g / np.sqrt(np.sum(g**2))
    norm = np.sqrt((energy + m) / (2 * energy))
    spinor = np.array([norm, norm * k / (energy + m)])
    psi = fft.ifft(spinor * g * np.exp(1j * k * (x[0] - start)), axis=1)
    psi = psi / np.sqrt(np.sum(abs(psi)**2))
    right = x > 0
    local = np.array([(V0 + S0) * right, (V0 - S0) * right])
    half = np.exp(-0.5j * dt * local)
    full = half**2
    c, s = np.cos(energy * dt), np.sin(energy * dt) / energy
    k11, k22, k12 = c - 1j * s * m, c + 1j * s * m, -1j * s * k
    psi = psi * half
    for _ in range(int(round(duration / dt))):
        f = fft.fft(psi, axis=1)
        f = np.array([k11 * f[0] + k12 * f[1], k12 * f[0] + k22 * f[1]])
        psi = fft.ifft(f, axis=1) * full
    psi = psi / half
    probability = np.sum(abs(psi[:, right])**2)
    spectrum = np.sum(abs(fft.fft(psi * right, axis=1))**2, axis=0)
    mean_k = np.sum(k * spectrum) / np.sum(spectrum)
    return probability, mean_k, k, g**2


# Sharp-step formulas against numerical mode matching.
for energy in (1.01, 1.25, 2.0, 10.0):
    momentum = np.sqrt(energy**2 - m**2)
    for height in (energy + 1.1, energy + 3.0, 50.0, 1e4):
        r, T = match(energy, height, 0)
        assert abs(T - klein_formula(energy, height)) < 1e-9
        assert abs(abs(r)**2 + T - 1) < 1e-9
    r, T = match(energy, 1e6, 0)
    # The finite height leaves a relative error of order 1/V0.
    assert abs(T - limit_formula(energy)) < 3e-6
    assert abs(r + m / (energy + momentum)) < 3e-6
    for excess in (0.01, 0.5, 5.0, 1e3):
        scalar = energy - m + excess
        r, T = match(energy, 0, scalar)
        assert abs(abs(r) - 1) < 1e-10 and abs(T) < 1e-10
        assert abs(r - scalar_formula(energy, scalar)) < 1e-9
    r, T = match(energy, 0, 1e7)
    assert abs(r + (m + 1j * momentum) / energy) < 1e-5

# Worked example.
E = 1.25
p = np.sqrt(E**2 - m**2)
a = p / (E + m)
T_inf = limit_formula(E)
print("Unit of energy and momentum: m (hbar = c = 1)")
print(f"E = {E:.2f} m, p = {p:.2f} m, a = {a:.6f}")
print(f"Limit T = {T_inf:.6f}, limit R = {(E-p)/(E+p):.6f}")
print(f"Limit r, electrostatic = {-m/(E+p):.6f}")

# Height dependence, including total reflection inside the shifted gap.
r_gap, T_gap = match(E, 1.0, 0)
assert abs(abs(r_gap) - 1) < 1e-10 and abs(T_gap) < 1e-10
print(f"V0 = 1 m (inside gap): R = {abs(r_gap)**2:.6f}")
heights = [2.3, 2.5, 3.0, 5.0, 10.0, 100.0, 1e4]
values = [match(E, V, 0)[1] for V in heights]
assert np.all(np.diff(values) > 0) and values[-1] < T_inf
assert match(E, E + m + 1e-6, 0)[1] < 0.01
for V, T in zip(heights, values):
    print(f"V0 = {V:g} m: T = {T:.6f}")
coefficient = 1e4 * (1 - values[-1] / T_inf)
assert abs(coefficient - m**2 / (E + p)) < 1e-3
print(f"V0 (1 - T/T_limit) at V0 = 1e4 m: {coefficient:.5f} m")
print(f"Predicted coefficient m^2/(E+p): {m**2/(E+p):.5f} m")

# Direction of travel from diagonalized energies.
V0 = 5.0
q = np.sqrt((V0 - E)**2 - m**2)


def lower_branch(k):
    return np.linalg.eigvalsh(k * SX + m * SZ + V0 * ID)[0]


step = 1e-4
velocity = (lower_branch(-q + step) - lower_branch(-q - step)) / (2 * step)
rate, outgoing = mode(E, V0, 0, 1)
flux_velocity = current(outgoing) / np.vdot(outgoing, outgoing).real
assert abs(lower_branch(-q) - E) < 1e-10
assert abs(rate.imag + q) < 1e-9
assert velocity > 0 and abs(velocity - flux_velocity) < 1e-6
print(f"V0 = 5 m: outgoing k = {rate.imag:.5f} m")
print(f"V0 = 5 m: its group velocity = {velocity:.5f} c")

# Consequence of taking the wave that arrives from the right.
r_wrong, T_wrong = match(E, 1e6, 0, direction=-1)
assert abs(abs(r_wrong)**2 - (E + p) / (E - p)) < 1e-4
assert abs(T_wrong + 2 * p / (E - p)) < 1e-4
print(f"Wrong direction, V0 = 1e6 m: R = {abs(r_wrong)**2:.4f}")
print(f"Wrong direction, V0 = 1e6 m: T = {T_wrong:.4f}")

for energy in (1.01, 2.0, 10.0):
    print(f"E = {energy:g} m: limit T = {limit_formula(energy):.6f}")

# Influence of the width of the rise.
sharp = match(E, 20.0, 0)[1]
widths = [0.001, 0.1, 0.3, 1.0]
smooth = [smooth_step(E, 20.0, w) for w in widths]
assert abs(smooth[0] - sharp) < 1e-4
assert np.all(np.diff(smooth) < 0)
print(f"V0 = 20 m, sharp: T = {sharp:.6f}")
for w, T in zip(widths, smooth):
    print(f"V0 = 20 m, tanh width {w:g}/m: T = {T:.6f}")

# Scalar step: a low one transmits, every higher one reflects.
r_low, T_low = match(E, 0, 0.1)
assert T_low > 0.1 and abs(abs(r_low)**2 + T_low - 1) < 1e-10
print(f"Scalar threshold E - m = {E-m:.2f} m")
print(f"S0 = 0.1 m: R = {abs(r_low)**2:.6f}, T = {T_low:.6f}")
for S in (0.5, 5.0, 100.0, 1e6):
    r, T = match(E, 0, S)
    print(f"S0 = {S:g} m: r = {r.real:.5f} {r.imag:+.5f}i, "
          f"R = {abs(r)**2:.6f}")
r_hard = -(m + 1j * p) / E
print(f"Limit r, scalar = {r_hard.real:.5f} {r_hard.imag:+.5f}i")
S0 = 0.5
kappa = np.sqrt((m + S0)**2 - E**2)
assert abs(mode(E, 0, S0, 1)[0] + kappa) < 1e-10
depth = 1 / (2 * kappa)
compton_pm = 1e12 * constants.hbar / (constants.m_e * constants.c)
print(f"S0 = 0.5 m: kappa = {kappa:.5f} m")
print(f"S0 = 0.5 m: density depth = {depth:.5f}/m")
print(f"Same depth for an electron = {depth*compton_pm:.4f} pm")

# Wave packets. Grid spacing and time step blur the sharp step slightly,
# and small packet tails are still near the step at the final time.
fraction, mean_k, k_grid, weights = packet(p, V0, 0.0)
used = weights > 1e-12
expected = np.sum(weights[used] * klein_formula(
    np.sqrt(k_grid[used]**2 + m**2), V0))
assert abs(fraction - expected) < 0.01
assert abs(mean_k + q) < 0.03
print("Packets: momentum spread 0.05 m, start x = -45/m, time 140/m")
print(f"Packet, V0 = 5 m: transmitted fraction = {fraction:.4f}")
print(f"Packet, V0 = 5 m: averaged formula = {expected:.4f}")
print(f"Packet, V0 = 5 m: transmitted mean k = {mean_k:.3f} m")
scalar_fraction = packet(p, 0.0, S0)[0]
assert scalar_fraction < 2e-3
print(f"Packet, S0 = 0.5 m: fraction at x > 0 = {scalar_fraction:.1e}")

print("success")
```

Output:

```
Unit of energy and momentum: m (hbar = c = 1)
E = 1.25 m, p = 0.75 m, a = 0.333333
Limit T = 0.750000, limit R = 0.250000
Limit r, electrostatic = -0.500000
V0 = 1 m (inside gap): R = 1.000000
V0 = 2.3 m: T = 0.188134
V0 = 2.5 m: T = 0.360000
V0 = 3 m: T = 0.505137
V0 = 5 m: T = 0.645536
V0 = 10 m: T = 0.706453
V0 = 100 m: T = 0.746198
V0 = 10000 m: T = 0.749962
V0 (1 - T/T_limit) at V0 = 1e4 m: 0.50007 m
Predicted coefficient m^2/(E+p): 0.50000 m
V0 = 5 m: outgoing k = -3.61421 m
V0 = 5 m: its group velocity = 0.96379 c
Wrong direction, V0 = 1e6 m: R = 4.0000
Wrong direction, V0 = 1e6 m: T = -3.0000
E = 1.01 m: limit T = 0.246184
E = 2 m: limit T = 0.928203
E = 10 m: limit T = 0.997487
V0 = 20 m, sharp: T = 0.729859
V0 = 20 m, tanh width 0.001/m: T = 0.729847
V0 = 20 m, tanh width 0.1/m: T = 0.676199
V0 = 20 m, tanh width 0.3/m: T = 0.540722
V0 = 20 m, tanh width 1/m: T = 0.189771
Scalar threshold E - m = 0.25 m
S0 = 0.1 m: R = 0.018961, T = 0.981039
S0 = 0.5 m: r = 0.10000 -0.99499i, R = 1.000000
S0 = 5 m: r = -0.71000 -0.70420i, R = 1.000000
S0 = 100 m: r = -0.79550 -0.60595i, R = 1.000000
S0 = 1e+06 m: r = -0.80000 -0.60000i, R = 1.000000
Limit r, scalar = -0.80000 -0.60000i
S0 = 0.5 m: kappa = 0.82916 m
S0 = 0.5 m: density depth = 0.60302/m
Same depth for an electron = 0.2329 pm
Packets: momentum spread 0.05 m, start x = -45/m, time 140/m
Packet, V0 = 5 m: transmitted fraction = 0.6458
Packet, V0 = 5 m: averaged formula = 0.6446
Packet, V0 = 5 m: transmitted mean k = -3.613 m
Packet, S0 = 0.5 m: fraction at x > 0 = 7.4e-05
success
```
